# A1 and E components of a hydrogen wag overtone in trigonal symmetry

A hydrogen atom bound to one silicon atom on a threefold axis of the crystal has three local vibrations: a stretch along the axis and two wags across it. The wags are degenerate, so infrared absorption shows one wag fundamental. Near twice its frequency there can be two lines. The question is what separates them, and what part the angular momentum of the wagging motion plays.

Let the host be fixed, the site group be \(C_{3v}\), \(z\) be the displacement along the axis and \((x,y)\) that across it, with \(r^2=x^2+y^2\) and a mirror plane containing \(x\) and \(z\). A threefold rotation multiplies \(x+iy\) by \(e^{2\pi i/3}\), so a product \((x+iy)^j(x-iy)^k\) is invariant when \(j-k\) is a multiple of three. The mirror \(y\to-y\) then selects real parts. Through fourth order the potential is therefore

\[
\begin{aligned}
V={}&\tfrac12m\omega^2r^2+\tfrac12m\Omega^2z^2+\alpha(x^3-3xy^2)+\gamma zr^2+\zeta z^3\\
&+\beta r^4+\eta z^2r^2+\kappa z(x^3-3xy^2)+\lambda z^4 .
\end{aligned}
\]

Here \(m\) is the hydrogen mass, and \(\omega\) and \(\Omega\) are the harmonic wag and stretch frequencies. The kinetic energy is simply \(\mathbf p^2/2m\). Lengths are measured by \(s^2=\hbar/m\omega\) and \(s_z^2=\hbar/m\Omega\). Cubic terms are counted as first order in smallness and quartic terms as second order; all energies below are taken to second order.

For the plane oscillator, introduce circular quanta \(a_\pm=(a_x\mp ia_y)/\sqrt2\), which give

\[
x+iy=s(a_+^\dagger+a_-),\qquad x-iy=s(a_-^\dagger+a_+).
\]

If \(p\) and \(q\) are the numbers of the two kinds of quanta, the harmonic energy is \(\hbar\omega(n+1)\) with \(n=p+q\), and \(L_z=xp_y-yp_x\) has the value \(\hbar l\) with \(l=p-q\). The first overtone, \(n=2\), contains \(l=0\) and \(l=\pm2\). The state \(l=0\) is unchanged by rotation and mirror: it is \(A_1\). Under a threefold rotation the states \(l=\pm2\) acquire phases \(e^{\pm4\pi i/3}=e^{\mp2\pi i/3}\), and the mirror exchanges them: they form an \(E\) pair, which no \(C_{3v}\) potential can split.

In the harmonic oscillator all three states have energy \(3\hbar\omega\), whatever their angular momentum. Nor does the fixed host supply the overall rotation with which vibrational angular momentum couples in a free molecule. The splitting must come from the anharmonic terms, and \(l\) labels its result.

Second-order perturbation theory in a degenerate level could mix states of different \(l\), so this must be excluded first. The terms \(r^4\), \(zr^2\), \(z^3\) and \(z^2r^2\) conserve \(l\). The trigonal cubic term changes \(l\) by \(\pm3\), and acting twice it changes \(l\) by 0 or \(\pm6\), which is impossible inside a level with \(n\le2\). A product of the trigonal term with \(zr^2\) or \(z^3\) changes the stretch quantum number by an odd number and cannot return to the stretch ground state. The \(\kappa\) term is odd in \(z\) and has no first-order effect. The cubic terms have no first-order effect either, since each changes \(n\) or the stretch quantum number by an odd number. Each \(|n,l\rangle\) with \(n\le2\) can thus be treated separately. At \(n=3\) the trigonal term acting twice does link \(l=3\) with \(l=-3\), but the paths cancel: in units of \(A^2/\hbar\omega\), with \(A=\alpha s^3/2\), those through \(n=0\) and \(n=6\) give \(2-2\), and those through \(n=2\) and \(n=4\) give \(54-54\). These two states therefore split only beyond second order. Only levels with \(n\le2\) are needed below.

The quartic term needs \(\langle r^4\rangle\). Multiplying the two circular expressions gives

\[
\frac{r^2}{s^2}=n+1+a_+^\dagger a_-^\dagger+a_+a_- .
\]

The three parts lead to different \(n\), so \(\langle r^4\rangle\) is the sum of their squared amplitudes:

\[
\frac{\langle r^4\rangle}{s^4}=(n+1)^2+(p+1)(q+1)+pq .
\]

From \(p=(n+l)/2\) and \(q=(n-l)/2\) follow \(pq=(n^2-l^2)/4\) and \((p+1)(q+1)=[(n+2)^2-l^2]/4\). Hence

\[
E_\beta=\beta\langle r^4\rangle=\frac{\beta s^4}{2}\left[3(n+1)^2+1-l^2\right].
\]

At fixed \(n\), the state with \(l=0\) has the larger mean \(r^4\), so a positive \(\beta\) raises \(A_1\) above \(E\).

For the trigonal term, \(x^3-3xy^2\) is the real part of \((x+iy)^3\). With \(A=\alpha s^3/2\),

\[
\alpha(x^3-3xy^2)=A\left[(a_+^\dagger+a_-)^3+(a_-^\dagger+a_+)^3\right].
\]

The operators inside each bracket commute, so the cubes expand as ordinary binomials. All eight resulting terms lead to different states. Grouped by the change of \(n\), their squared amplitudes, divided by \(A^2\), are

\[
\begin{aligned}
S_{+3}&=(p+1)(p+2)(p+3)+(q+1)(q+2)(q+3),\\
S_{-3}&=p(p-1)(p-2)+q(q-1)(q-2),\\
S_{+1}&=9[(p+1)(p+2)q+(q+1)(q+2)p],\\
S_{-1}&=9[(p+1)q(q-1)+(q+1)p(p-1)].
\end{aligned}
\]

Upward transitions have negative energy denominators and downward ones positive, so

\[
E_\alpha=-\frac{A^2}{\hbar\omega}\left[\frac{S_{+3}-S_{-3}}3+S_{+1}-S_{-1}\right].
\]

The cubic powers cancel in both differences:

\[
\begin{aligned}
\tfrac13(S_{+3}-S_{-3})&=3(p^2+q^2)+3(p+q)+4,\\
S_{+1}-S_{-1}&=9[8pq+3(p+q)-(p^2+q^2)].
\end{aligned}
\]

Their sum is \(-6(p^2+q^2)+72pq+30n+4\). Inserting \(p^2+q^2=(n^2+l^2)/2\) and \(pq=(n^2-l^2)/4\) turns it into \(15n^2+30n+4-21l^2\), and therefore

\[
E_\alpha=-\frac{\alpha^2s^6}{4\hbar\omega}\left[15(n+1)^2-11-21l^2\right].
\]

This term lowers \(A_1\) relative to \(E\) for either sign of \(\alpha\).

The coupling \(\gamma zr^2\) creates one stretch quantum from the stretch ground state with amplitude \(\langle1|z|0\rangle=s_z/\sqrt2\). Let \(\Gamma=\gamma s^2s_z/\sqrt2\). The three parts of \(r^2\) leave \(n\) unchanged, raise it by two or lower it by two, so

\[
E_\gamma=-\Gamma^2\left[\frac{(n+1)^2}{\hbar\Omega}+\frac{(n+2)^2-l^2}{4\hbar(\Omega+2\omega)}+\frac{n^2-l^2}{4\hbar(\Omega-2\omega)}\right].
\]

The last fraction describes the exchange of two wag quanta for one stretch quantum, a Fermi resonance. At \(n=2\) the squared amplitude \((n^2-l^2)/4\) in it is 1 for \(l=0\) and zero for \(l=\pm2\). The stretch state has symmetry \(A_1\) and so repels the \(A_1\) overtone but not the \(E\) pair. To collect powers of \(N=n+1\), write \((n+2)^2=(N+1)^2\) and \(n^2=(N-1)^2\), and use

\[
\begin{aligned}
\frac1{\Omega+2\omega}+\frac1{\Omega-2\omega}&=\frac{2\Omega}{\Omega^2-4\omega^2},\\
\frac1{\Omega+2\omega}-\frac1{\Omega-2\omega}&=-\frac{4\omega}{\Omega^2-4\omega^2}.
\end{aligned}
\]

The first combination multiplies \(N^2+1-l^2\), the second \(2N\), both with the prefactor \(-\Gamma^2/4\hbar\).

Two contributions linear in \(N\) remain. The term \(\eta z^2r^2\) has the mean value \(\eta s^2s_z^2N/2\). The cross term between \(\gamma zr^2\) and \(\zeta z^3\), with \(\langle1|z^3|0\rangle=3s_z^3/(2\sqrt2)\), is

\[
-\frac{2\Gamma N}{\hbar\Omega}\,\frac{3\zeta s_z^3}{2\sqrt2}=-\frac{3\gamma\zeta s^2s_z^4}{2\hbar\Omega}N .
\]

The terms in \(\zeta^2\) and \(\lambda\) shift all wag levels equally. With \(s_z^2=\hbar/m\Omega\), everything combines into

\[
E(n,l)=\text{const}+W(n+1)+\chi(n+1)^2+gl^2,\qquad n\le2,
\]

\[
W=\hbar\omega+\frac{\eta s^2s_z^2}{2}-\frac{3\gamma\zeta s^2s_z^4}{2\hbar\Omega}+\frac{\gamma^2s^4s_z^2\omega}{\hbar(\Omega^2-4\omega^2)},
\]

\[
\chi=\frac{3\beta s^4}{2}-\frac{15\alpha^2s^6}{4\hbar\omega}-\frac{\gamma^2s^4}{2m}\left[\frac1{\Omega^2}+\frac1{2(\Omega^2-4\omega^2)}\right],
\]

\[
g=-\frac{\beta s^4}{2}+\frac{21\alpha^2s^6}{4\hbar\omega}+\frac{\gamma^2s^4}{4m(\Omega^2-4\omega^2)} .
\]

Subtracting the ground-state energy \(W+\chi\) gives the fundamental, which has \(n=1\) and \(l=\pm1\), and the two overtones:

\[
\begin{aligned}
\nu_1&=W+3\chi+g,\\
\nu_{A_1}&=2W+8\chi=2\nu_1+2\chi-2g,\\
\nu_E&=2W+8\chi+4g=2\nu_1+2\chi+2g .
\end{aligned}
\]

Here \(\nu\) denotes an energy. The splitting is

\[
\Delta\equiv\nu_{A_1}-\nu_E=-4g=2\beta s^4-\frac{21\alpha^2s^6}{\hbar\omega}-\frac{\gamma^2s^4}{m(\Omega^2-4\omega^2)} .
\]

The three measured lines determine both constants: \(g=(\nu_E-\nu_{A_1})/4\) and \(\chi=(\nu_{A_1}+\nu_E-4\nu_1)/4\).

These formulas were tested against diagonalization in units \(\hbar=m=\omega=1\), with \(\Omega=2.5\). The terms \(\alpha=0.3\), \(\beta=0.4\) and \(\gamma=0.5\) were taken singly, then together with \(\zeta=0.3\), \(\eta=0.2\) and \(\kappa=0.3\). Cubic terms were multiplied by \(\epsilon\) and quartic terms by \(\epsilon^2\). The line shifts divided by \(\epsilon^2\), extrapolated from \(\epsilon=0.02\) and \(0.01\) to zero, agree with the formulas within \(1.3\times10^{-5}\).

The expansion fails when \(\hbar|\Omega-2\omega|\) is not large compared with \(|\Gamma|\). The \(A_1\) overtone and the stretch must then be treated together. If \(\epsilon_o\) and \(\epsilon_s\) are their energies before this coupling, the two-state matrix with off-diagonal element \(\Gamma\) gives

\[
\epsilon_\pm=\frac{\epsilon_o+\epsilon_s}{2}\pm\sqrt{\frac{(\epsilon_o-\epsilon_s)^2}{4}+\Gamma^2},
\]

while the \(E\) pair takes no part. At resonance there are two mixed \(A_1\) lines, \(2|\Gamma|\) apart in this two-state picture, and a single \(A_1\)–\(E\) splitting no longer describes the spectrum. Higher-order terms change the gap: in the bond model below, varying the harmonic stretch gives a smallest separation of 104 cm⁻¹ near 1650 cm⁻¹, where \(2|\Gamma|=121\) cm⁻¹.

To see how large the coefficients are, take a bond of length \(R_0\) with three contributions to its energy: a Morse stretch of range parameter \(a\), a bending energy \(m\omega^2R_0^2(1-\cos\theta)\), and a trigonal energy \(T\sin^3\theta\cos3\phi\). The angle \(\theta\) is measured from the axis. The extension of the bond is

\[
u=\sqrt{(R_0+z)^2+r^2}-R_0=z+\frac{r^2}{2R_0}-\frac{zr^2}{2R_0^2}+\cdots .
\]

The Morse energy begins \(\tfrac12m\Omega^2(u^2-au^3)\). Its square term contributes \(m\Omega^2/2R_0\) to \(\gamma\) and \(m\Omega^2/8R_0^2\) to \(\beta\); its cubic term affects neither. In the bending energy,

\[
1-\cos\theta=\frac{r^2}{2(R_0+z)^2}-\frac{3r^4}{8R_0^4}+\cdots,
\]

and \((R_0+z)^{-2}=R_0^{-2}(1-2z/R_0+\cdots)\), so it contributes \(-m\omega^2/R_0\) to \(\gamma\) and \(-3m\omega^2/8R_0^2\) to \(\beta\). Altogether

\[
\gamma=\frac{m(\Omega^2-2\omega^2)}{2R_0},\qquad \beta=\frac{m(\Omega^2-3\omega^2)}{8R_0^2},\qquad \alpha=\frac{T}{R_0^3}.
\]

For \(T=0\), inserting these and \(s^4=\hbar^2/m^2\omega^2\) gives

\[
\Delta=\frac{\hbar^2}{4mR_0^2\omega^2}\left[\Omega^2-3\omega^2-\frac{(\Omega^2-2\omega^2)^2}{\Omega^2-4\omega^2}\right].
\]

Over the common denominator the numerator is \((\Omega^4-7\Omega^2\omega^2+12\omega^4)-(\Omega^4-4\Omega^2\omega^2+4\omega^4)=8\omega^4-3\Omega^2\omega^2\), so that

\[
\Delta=\frac{\hbar^2}{4mR_0^2}\,\frac{8\omega^2-3\Omega^2}{\Omega^2-4\omega^2}\ \xrightarrow{\ \Omega\to\infty\ }\ -\frac{3\hbar^2}{4mR_0^2}.
\]

Large terms from \(\beta\) and \(\gamma\) cancel here, and a finite splitting survives even for a rigid bond.

The rigid limit can be derived separately, and it shows where angular momentum enters. The atom then moves on a sphere. With the wave function written as \(f(\theta)e^{il\phi}/\sqrt{\sin\theta}\), the kinetic energy contains

\[
\frac{\hbar^2}{2mR_0^2}\,\frac{l^2-\frac14}{\sin^2\theta},\qquad \frac1{\sin^2\theta}=\frac1{\theta^2}+\frac13+\cdots .
\]

The term in \(1/\theta^2\) belongs to the flat oscillator. The constant \(1/3\) adds \(\hbar^2l^2/6mR_0^2\). The bending energy also contains \(-m\omega^2R_0^2\theta^4/24\); since the \(l\)-dependent part of \(\langle\theta^4\rangle\) is \(-l^2s^4/2R_0^4\), this adds \(\hbar^2l^2/48mR_0^2\). Thus

\[
g=\frac{\hbar^2}{mR_0^2}\left(\frac16+\frac1{48}\right)=\frac{3\hbar^2}{16mR_0^2},
\]

and \(-4g\) is the limit found above. In angular coordinates most of this splitting is a centrifugal energy caused by the curvature of the sphere; in Cartesian coordinates the same physics sits in \(\beta\) and \(\gamma\). Diagonalization on the sphere, with a bending energy scale \(10^5\) times \(\hbar^2/2mR_0^2\), gives \(\Delta=-0.752\,\hbar^2/mR_0^2\), against the limiting coefficient \(-0.75\).

For numbers, take round parameters in the range of a Si–H bond in silicon: harmonic wag 800 cm⁻¹, harmonic stretch 2100 cm⁻¹, \(R_0=1.5\) Å, \(a=1.5\) Å⁻¹ and \(T=0.5\) eV. Energies are quoted as wavenumbers. The wag length is \(s=0.2045\) Å, and \(\hbar^2/mR_0^2=14.87\) cm⁻¹. With \(\Omega^2/\omega^2=6.891\), the quartic and stretch contributions to \(\Delta\) are

\[
\begin{aligned}
\Delta_\beta&=\frac{14.87}{4}(6.891-3)=14.5\ \text{cm}^{-1},\\
\Delta_\gamma&=-\frac{14.87}{4}\,\frac{(6.891-2)^2}{6.891-4}=-30.8\ \text{cm}^{-1}.
\end{aligned}
\]

For the trigonal part, \(\alpha s^3=0.1481\times0.2045^3\) eV \(=10.2\) cm⁻¹, so \(\Delta_\alpha=-21(10.2)^2/800=-2.7\) cm⁻¹. The sum is \(\Delta=-19.0\) cm⁻¹. Diagonalizing the complete valence potential gives \(-18.7\) cm⁻¹, or \(-2.32\) meV: the \(A_1\) line lies below the \(E\) line.

The formula constants \(W=796.65\), \(\chi=-3.78\) and \(g=4.76\) cm⁻¹ place the fundamental at \(796.65-11.34+4.76=790.1\) cm⁻¹. With unrounded constants the overtones follow at 1563.0 (\(A_1\)) and 1582.1 cm⁻¹ (\(E\)); diagonalization gives 1563.3 and 1582.0 cm⁻¹. The \(E\) line lies about 2 cm⁻¹ above twice the fundamental although \(\chi\) is negative, because \(2\chi+2g\) is positive. The position of one overtone component therefore does not give \(\chi\) by itself.

The stretch coupling is \(\Gamma=116\) cm⁻¹ and the harmonic gap is \(2100-1600=500\) cm⁻¹. For the harmonic state with one stretch quantum and no wag quanta, first-order mixing predicts a weight of \((116/500)^2=5.4\%\) in the \(A_1\) overtone; the computed eigenstate has 5.5%. Its mean \(L_z^2/\hbar^2\) is 0.035, against 3.999 for the \(E\) pair, so \(l\) remains a good label here although the trigonal potential does not conserve it strictly.

Both components can absorb infrared light from the \(A_1\) ground state: \(A_1\) for an electric field along the axis, \(E\) for a field across it. For a dipole linear in displacement, the \(A_1\) line borrows its strength from the stretch. Mixing in the overtone and in the ground state adds up to

\[
|\langle0|z|A_1\rangle|=\frac{s_z}{\sqrt2}\,\frac{|\Gamma|}{\hbar}\left(\frac1{\Omega-2\omega}+\frac1{\Omega+2\omega}\right).
\]

With \(s_z=0.1262\) Å this is 2.4 pm, as in the diagonalization. For the \(E\) line the states differ by two in \(l\), while \(x\) and \(y\) change \(l\) by only one. The potential must therefore mix in states whose \(l\) differs by three, which needs \(\alpha\) at leading order. The \(E\) element is 0.26 pm; the fundamental has 14.5 pm. Actual intensities also depend on the effective charges in the two directions and on dipole terms quadratic in displacement, which are not modelled.

Replacing hydrogen by deuterium at fixed force constants changes \(s^4\) as \(1/m\), \(s^6/\omega\) as \(1/m\), and leaves \(m(\Omega^2-4\omega^2)\) unchanged. Every part of \(\Delta\) thus scales as \(1/m\), whereas harmonic frequencies scale as \(m^{-1/2}\). The formula gives \(-9.5\) cm⁻¹ for deuterium and diagonalization \(-9.4\) cm⁻¹. The same scaling tests the expansion: for fictitious masses of \(64m\) and \(256m\) the diagonalized splitting differs from the formula by \(-0.24\%\) and \(-0.12\%\) of the formula value. This relative difference halves when the mass is quadrupled, as a next-order relative correction proportional to \(m^{-1/2}\) requires.

The frequencies used are round figures of the right order for Si–H bonds in silicon, not those of a particular centre. Wags near 800 cm⁻¹ are reported for hydrogen at antibonding sites, where the stretch lies lower, roughly between 1550 and 1850 cm⁻¹, and so closer to the overtone. In the model, harmonic frequencies of 825 and 1915 cm⁻¹ give a splitting of about \(-25\) cm⁻¹. Harmonic frequencies of 820 and 1635 cm⁻¹ give two mixed \(A_1\) lines, at 1511 and 1631 cm⁻¹, and the second-order formula does not apply. The value of \(T\) is an assumption, and \(\Delta\) is a model result, not a measured splitting. The valence model also assumes a bending stiffness independent of bond length. If the stiffness falls at a fractional rate of 1 Å⁻¹ as the bond extends, the diagonalized splitting becomes \(-13.6\) cm⁻¹, a change of 5 cm⁻¹. By the formula, an additional bending energy \(0.1\,m\omega^2R_0^2(1-\cos\theta)^2\) shifts \(\Delta\) by \(+0.7\) cm⁻¹. Recoil of a free silicon partner of 28 u, represented by a reduced mass at fixed force constants, shifts it by \(-0.7\) cm⁻¹. At 300 K the Boltzmann factor is 2.3% for each of the two states of the fundamental, or 4.5% for both together, so absorption starting from these states is weak compared with the \(A_1\) line, but not compared with the \(E\) line. The axial transition from \(n=1\) to \(n=3\) with \(|l|=1\), at 1549 cm⁻¹ in the model, also borrows from the stretch. At 300 K it has 9% of the \(A_1\) strength, which for equal effective charges is about four times the strength of the \(E\) line summed over polarizations. Phonon broadening is not calculated, and if the centres have no preferred orientation, the two components appear as separate lines only when their widths are small enough compared with the splitting. The numerical output lists the remaining coefficients.

## Numbers as computed

```
input harmonic wag: 800 cm^-1
input harmonic stretch: 2100 cm^-1
input bond length R0: 1.5 angstrom
input Morse range a: 1.5 angstrom^-1
input trigonal energy T: 0.5 eV
Morse depth: 3.63 eV
bending energy scale m w^2 R0^2: 5.34 eV
wag length s: 0.2045 angstrom
stretch length s_z: 0.1262 angstrom
alpha: 0.1481 eV/angstrom^3
beta: 0.5127 eV/angstrom^4
gamma: 3.8668 eV/angstrom^3
zeta: -12.2581 eV/angstrom^3
eta: -14.3089 eV/angstrom^4
hbar^2/(m R0^2): 14.87 cm^-1
formula W: 796.65 cm^-1
formula chi: -3.78 cm^-1
formula g: 4.76 cm^-1
A1-E splitting from quartic: 14.46 cm^-1
A1-E splitting from trigonal cubic: -2.74 cm^-1
A1-E splitting from stretch coupling: -30.76 cm^-1
A1-E splitting, formula: -19.04 cm^-1
A1-E splitting, diagonalized: -18.72 cm^-1
A1-E splitting, diagonalized: -2.321 meV
fundamental, formula: 790.1 cm^-1
fundamental, diagonalized: 790.1 cm^-1
A1 overtone, formula: 1563.0 cm^-1
A1 overtone, diagonalized: 1563.3 cm^-1
E overtone, formula: 1582.1 cm^-1
E overtone, diagonalized: 1582.0 cm^-1
stretch fundamental, diagonalized: 2018.1 cm^-1
stretch-overtone coupling Gamma: 116.4 cm^-1
one-quantum stretch weight in A1 overtone: 5.46 %
<Lz^2>/hbar^2 in A1 overtone: 0.035
<Lz^2>/hbar^2 in E overtone: 3.999
|<0|x|fundamental>|: 14.531 pm
|<0|z|A1 overtone>|: 2.427 pm
|<0|x|E overtone>|: 0.256 pm
deuterium splitting, formula: -9.52 cm^-1
deuterium splitting, diagonalized: -9.41 cm^-1
closed-form splitting for T=0: -16.29 cm^-1
rigid-bond splitting / (hbar^2/(m R0^2)), sphere: -0.7519
relative remainder at 64 m: -0.24 %
relative remainder at 256 m: -0.12 %
higher-order part of splitting: 0.31 cm^-1
splitting if stiffness falls 1/angstrom, formula: -14.21 cm^-1
same, diagonalized: -13.60 cm^-1
shift from 10% extra (1-cos)^2 bending: 0.74 cm^-1
shift from recoil of 28 u partner: -0.69 cm^-1
Boltzmann factor of fundamental at 300 K: 2.26 %
largest line change on enlarging basis: 0.0003 cm^-1
largest weak-coupling test error: 1.3e-05 (reduced units)
```
